# The Slope of a Pourbaix Boundary, Including Horizontal and Vertical Lines: test program

```python
"""Slope of a Pourbaix boundary.

Result under test, for a Ox + m H+ + n e- -> b Red + w H2O:
  n F E + m R T ln(10) pH
      = -DeltaG0 + R T ln(10) (a log10 act_Ox - b log10 act_Red)
so dE/dpH = -(m/n) k with k = R T ln(10)/F when n is not zero;
m = 0 gives a horizontal line and n = 0 a vertical line.
E: potential against the standard hydrogen electrode (SHE), V
m, n: signed numbers of protons and electrons consumed
act: activity; solids and water have activity 1
Standard Gibbs energies are relative to M(s), H2O(l), H+(aq), H2(g).
The independent side differentiates the total Gibbs energy of a
finite ideal solution with respect to the extent of reaction.
"""
from math import gcd, log, log10
import mpmath as mp
from scipy.constants import R, physical_constants

mp.mp.dps = 60
F = physical_constants["Faraday constant"][0]
T_ROOM = 298.15
T_WARM = 333.15
ACTIVITY = 1e-6


def nernst_factor(T):
    return R * T * log(10) / F


# Round parameters of the model metal
E0_M2_M = -0.40
E0_M3_M2 = 0.80
LOGK_OH2 = 13.0   # M(OH)2 + 2 H+ -> M2+ + 2 H2O
LOGK_OH3 = 3.0    # M(OH)3 + 3 H+ -> M3+ + 3 H2O
G_M3O4 = 100e3    # J/mol, separate model oxide

# Composition: metal atoms, oxygen atoms, hydrogen atoms, charge, dissolved
SPECIES = {
    "M": (1, 0, 0, 0, False),
    "M2+": (1, 0, 0, 2, True),
    "M3+": (1, 0, 0, 3, True),
    "M(OH)2": (1, 2, 2, 0, False),
    "M(OH)3": (1, 3, 3, 0, False),
    "M3O4": (3, 4, 0, 0, False),
}
RT10 = R * T_ROOM * log(10)
G0 = {"M": 0.0, "M2+": 2 * F * E0_M2_M, "M3O4": G_M3O4}
G0["M3+"] = G0["M2+"] + F * E0_M3_M2
G0["M(OH)2"] = G0["M2+"] + RT10 * LOGK_OH2
G0["M(OH)3"] = G0["M3+"] + RT10 * LOGK_OH3


def balance(ox, red):
    """Return a, b, m, n from conservation of atoms and charge."""
    m_ox, o_ox, h_ox, z_ox, _ = SPECIES[ox]
    m_red, o_red, h_red, z_red, _ = SPECIES[red]
    common = gcd(m_ox, m_red)
    a, b = m_red // common, m_ox // common
    water = a * o_ox - b * o_red
    m = b * h_red + 2 * water - a * h_ox
    n = a * z_ox + m - b * z_red
    return a, b, m, n


def activity_of(name, dissolved):
    return dissolved if SPECIES[name][4] else 1.0


def line_constant(ox, red, T, dissolved):
    """Right-hand side of the derived line, J/mol."""
    a, b, _, _ = balance(ox, red)
    logs = (a * log10(activity_of(ox, dissolved))
            - b * log10(activity_of(red, dissolved)))
    return a * G0[ox] - b * G0[red] + R * T * log(10) * logs


def line_E(ox, red, pH, T=T_ROOM, dissolved=ACTIVITY):
    _, _, m, n = balance(ox, red)
    const = line_constant(ox, red, T, dissolved)
    return (const - m * R * T * log(10) * pH) / (n * F)


def line_pH(ox, red, T=T_ROOM, dissolved=ACTIVITY):
    _, _, m, n = balance(ox, red)
    assert n == 0 and m != 0
    return line_constant(ox, red, T, dissolved) / (m * R * T * log(10))


def total_gibbs(extent, ox, red, pH, T, dissolved, shared):
    """Gibbs energy of one litre of ideal solution with its solids.

    The SHE is a reservoir of zero standard energies. If shared is true,
    the hydrogen electrode releases its protons into the sample itself.
    """
    a, b, m, n = balance(ox, red)
    total = mp.mpf(0)
    for name, change in ((ox, -a), (red, b)):
        amount = mp.mpf(activity_of(name, dissolved)) + change * extent
        total += amount * G0[name]
        if SPECIES[name][4]:
            total += R * T * amount * (mp.log(amount) - 1)
    protons = mp.power(10, -mp.mpf(pH)) + (-m + n * shared) * extent
    return total + R * T * protons * (mp.log(protons) - 1)


def reaction_gibbs(ox, red, pH, T=T_ROOM, dissolved=ACTIVITY, shared=False):
    step = mp.mpf(10) ** -22
    args = (ox, red, pH, T, dissolved, shared)
    return (total_gibbs(step, *args) - total_gibbs(-step, *args)) / (2 * step)


def cell_E(ox, red, pH, **options):
    n = balance(ox, red)[3]
    return float(-reaction_gibbs(ox, red, pH, **options) / (n * F))


def cell_slope(ox, red, **options):
    return (cell_E(ox, red, 11.0, **options)
            - cell_E(ox, red, 2.0, **options)) / 9.0


def cell_pH(ox, red, dissolved=ACTIVITY):
    """Bisect for the pH at which the reaction Gibbs energy vanishes."""
    low, high = mp.mpf(0), mp.mpf(14)
    g_low = reaction_gibbs(ox, red, low, dissolved=dissolved)
    g_high = reaction_gibbs(ox, red, high, dissolved=dissolved)
    assert g_low * g_high < 0
    for _ in range(60):
        middle = (low + high) / 2
        g_mid = reaction_gibbs(ox, red, middle, dissolved=dissolved)
        if g_mid * g_low > 0:
            low = middle
        else:
            high = middle
    return float((low + high) / 2)


def stable_species(pH, E):
    """Lowest energy per metal atom with protons and electrons exchanged."""
    energies = {}
    for name in ("M", "M2+", "M3+", "M(OH)2", "M(OH)3"):
        _, _, m, n = balance(name, "M")
        energies[name] = (G0[name]
                          + R * T_ROOM * log(activity_of(name, ACTIVITY))
                          - m * RT10 * pH - n * F * E)
    return min(energies, key=energies.get)


k = nernst_factor(T_ROOM)
print(f"Temperature: {T_ROOM:.2f} K; k = {1000*k:.3f} mV per pH")
print(f"Warm bath: {T_WARM:.2f} K; k = {1000*nernst_factor(T_WARM):.3f} mV per pH")
print(f"Input E0(M2+/M) = {E0_M2_M:.2f} V; E0(M3+/M2+) = {E0_M3_M2:.2f} V")
print(f"Input log10 K, M(OH)2 dissolution = {LOGK_OH2:.1f}")
print(f"Input log10 K, M(OH)3 dissolution = {LOGK_OH3:.1f}")
print(f"Input activity of dissolved metal species = {ACTIVITY:.0e}")
print(f"Input G0(M3O4), separate oxide = {G_M3O4/1000:.0f} kJ/mol")

# Voltage from the total Gibbs energy against the derived line
reactions = [("M2+", "M"), ("M3+", "M2+"), ("M(OH)2", "M"),
             ("M(OH)3", "M(OH)2"), ("M(OH)3", "M2+"),
             ("M3+", "M(OH)2"), ("M3O4", "M2+")]
print("Sloping and horizontal lines (slopes in mV per pH, E in V vs SHE):")
for ox, red in reactions:
    a, b, m, n = balance(ox, red)
    for T in (T_ROOM, T_WARM):
        expected = -m / n * nernst_factor(T)
        assert abs(cell_slope(ox, red, T=T) - expected) < 1e-9
        for pH in (1.0, 6.0, 12.0):
            assert abs(cell_E(ox, red, pH, T=T)
                       - line_E(ox, red, pH, T=T)) < 1e-9
    slope = cell_slope(ox, red)
    print(f" {ox}->{red}: a={a} b={b} m={m} n={n} "
          f"slope={1000*slope+0.0:.2f} E(pH 0)={line_E(ox, red, 0):.4f}")

# Vertical lines from the zero of the reaction Gibbs energy
print("Vertical lines:")
for ox, red in (("M(OH)2", "M2+"), ("M(OH)3", "M3+")):
    _, _, m, n = balance(ox, red)
    found = cell_pH(ox, red)
    assert abs(found - line_pH(ox, red)) < 1e-9
    print(f" {ox}->{red}: m={m} n={n} pH={found:.3f}")

# Stable species just above and just below each visible boundary
visible = [("M3+", "M2+", (0.5, 2.5)), ("M(OH)3", "M2+", (4.0, 9.0)),
           ("M(OH)3", "M(OH)2", (10.0, 13.0)), ("M2+", "M", (1.0, 9.0)),
           ("M(OH)2", "M", (10.0, 13.0))]
for ox, red, points in visible:
    for pH in points:
        E = line_E(ox, red, pH)
        assert stable_species(pH, E + 0.001) == ox
        assert stable_species(pH, E - 0.001) == red
for solid, ion, potentials in (("M(OH)2", "M2+", (-0.50, -0.40)),
                               ("M(OH)3", "M3+", (0.90, 1.20))):
    for E in potentials:
        assert stable_species(line_pH(solid, ion) + 0.01, E) == solid
        assert stable_species(line_pH(solid, ion) - 0.01, E) == ion

# Corners: intersect two voltage lines, compare with the vertical line
print("Corners where three lines meet:")
for first, second, vertical in (
        (("M2+", "M"), ("M(OH)2", "M"), ("M(OH)2", "M2+")),
        (("M(OH)3", "M2+"), ("M(OH)3", "M(OH)2"), ("M(OH)2", "M2+")),
        (("M3+", "M2+"), ("M(OH)3", "M2+"), ("M(OH)3", "M3+"))):
    gap = cell_E(*second, 0.0) - cell_E(*first, 0.0)
    crossing = gap / (cell_slope(*first) - cell_slope(*second))
    assert abs(crossing - cell_pH(*vertical)) < 1e-7
    names = ", ".join(dict.fromkeys(first + second))
    print(f" {names}: pH={crossing:.3f} E={cell_E(*first, crossing):.4f} V")

# Worked points on the steep visible line
E4 = cell_E("M(OH)3", "M2+", 4.0)
E8 = cell_E("M(OH)3", "M2+", 8.0)
print(f"M(OH)3/M2+ line: E(pH 4)={E4:.4f} V; E(pH 8)={E8:.4f} V")
print(f" Difference={E8-E4:.4f} V; slope={1000*(E8-E4)/4:.2f} mV per pH")

# A hundredfold higher activity translates the lines without turning them
higher = 100 * ACTIVITY
print(f"Dissolved activity raised to {higher:.0e}:")
for ox, red in (("M2+", "M"), ("M(OH)3", "M2+")):
    shift = cell_E(ox, red, 6.0, dissolved=higher) - cell_E(ox, red, 6.0)
    predicted = line_E(ox, red, 6.0, dissolved=higher) - line_E(ox, red, 6.0)
    assert abs(shift - predicted) < 1e-9 and abs(shift) > 0.01
    assert abs(cell_slope(ox, red, dissolved=higher)
               - cell_slope(ox, red)) < 1e-9
    print(f" {ox}/{red} line moves by {1000*shift:.2f} mV")
moved = cell_pH("M(OH)2", "M2+", dissolved=higher)
assert abs(moved - line_pH("M(OH)2", "M2+", dissolved=higher)) < 1e-9
print(f" M(OH)2/M2+ vertical line moves to pH {moved:.3f}")

# Hydrogen electrode immersed in the sample instead of the SHE
print("Slopes against a hydrogen electrode in the sample (mV per pH):")
for ox, red in reactions:
    _, _, m, n = balance(ox, red)
    slope = cell_slope(ox, red, shared=True)
    assert abs(slope - (1 - m / n) * k) < 1e-9
    if (ox, red) in (("M2+", "M"), ("M(OH)2", "M"), ("M(OH)3", "M2+")):
        print(f" {ox}->{red}: {round(1000*slope, 2)+0.0:.2f}")

print("verified")
```

Printed output:

```
Temperature: 298.15 K; k = 59.159 mV per pH
Warm bath: 333.15 K; k = 66.104 mV per pH
Input E0(M2+/M) = -0.40 V; E0(M3+/M2+) = 0.80 V
Input log10 K, M(OH)2 dissolution = 13.0
Input log10 K, M(OH)3 dissolution = 3.0
Input activity of dissolved metal species = 1e-06
Input G0(M3O4), separate oxide = 100 kJ/mol
Sloping and horizontal lines (slopes in mV per pH, E in V vs SHE):
 M2+->M: a=1 b=1 m=0 n=2 slope=0.00 E(pH 0)=-0.5775
 M3+->M2+: a=1 b=1 m=0 n=1 slope=0.00 E(pH 0)=0.8000
 M(OH)2->M: a=1 b=1 m=2 n=2 slope=-59.16 E(pH 0)=-0.0155
 M(OH)3->M(OH)2: a=1 b=1 m=1 n=1 slope=-59.16 E(pH 0)=0.2084
 M(OH)3->M2+: a=1 b=1 m=3 n=1 slope=-177.48 E(pH 0)=1.3324
 M3+->M(OH)2: a=1 b=1 m=-2 n=1 slope=118.32 E(pH 0)=-0.3240
 M3O4->M2+: a=1 b=3 m=8 n=2 slope=-236.64 E(pH 0)=2.2506
Vertical lines:
 M(OH)2->M2+: m=2 n=0 pH=9.500
 M(OH)3->M3+: m=3 n=0 pH=3.000
Corners where three lines meet:
 M2+, M, M(OH)2: pH=9.500 E=-0.5775 V
 M(OH)3, M2+, M(OH)2: pH=9.500 E=-0.3536 V
 M3+, M2+, M(OH)3: pH=3.000 E=0.8000 V
M(OH)3/M2+ line: E(pH 4)=0.6225 V; E(pH 8)=-0.0874 V
 Difference=-0.7099 V; slope=-177.48 mV per pH
Dissolved activity raised to 1e-04:
 M2+/M line moves by 59.16 mV
 M(OH)3/M2+ line moves by -118.32 mV
 M(OH)2/M2+ vertical line moves to pH 8.500
Slopes against a hydrogen electrode in the sample (mV per pH):
 M2+->M: 59.16
 M(OH)2->M: 0.00
 M(OH)3->M2+: -118.32
verified
```
